\section*{Why an Ungated Source Gap Suppresses Tunnelling in a Schottky Transistor}

\section*{Question}

A Schottky transistor has a metal source that touches the silicon film directly. Electrons enter the channel mainly by tunnelling through the contact barrier, which the gate makes thin. Suppose that the gate edge is moved away from the source metal, leaving a short stretch of film with no gate above it, while the gate bias is held fixed. Why does the tunnelling current fall, and by how much?

\section*{Mechanism: the same drop over a longer path}

The metal fixes the conduction-band edge at the contact. The gate fixes it deep in the channel. Moving the gate edge changes neither value, so the total drop in band energy between them stays the same. What changes is the distance over which the drop takes place.

Under the gate, field lines enter the film through the oxide, and the band approaches its channel value exponentially, with the screening length $\lambda$ as decay length. In the gap no lines enter from above. The field that enters the gap at one end leaves it at the other, and the band falls along a straight line. The source therefore sees the gate through an additional length $g$ of film. The field at the contact is weaker, and an electron of given energy has farther to go before it reaches allowed states. If the image force is left out, the barrier is not higher; it is wider.

\section*{From the film to the band profile}

Let an undoped film of thickness $t_s$ and permittivity $\varepsilon_s$ occupy $x>0$, with the source metal on its end face at $x=0$. The gate begins at $x=g$, behind an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$. The assumptions are these: the potential $\phi$ is replaced by its average over the film depth, no field enters the oxide below the film, charge in the film is negligible, the channel is long, and no fringing field enters the gap from above.

Apply Gauss's law to a slice of length $dx$ under the gate, per unit device width. The longitudinal field is $-\phi'$, and the field up into the oxide is $(\phi-\phi_G)/t_{ox}$, where $\phi_G$ is the film potential at which this field vanishes. The total outward flux is zero:
\begin{equation}
-\varepsilon_s t_s\,\phi''\,dx+\varepsilon_{ox}\frac{\phi-\phi_G}{t_{ox}}\,dx=0 .
\end{equation}
The band edge is $E_c=\text{const}-q\phi$ with $q>0$, so it obeys the same linear equation:
\begin{equation}
E_c''=\frac{E_c-E_G}{\lambda^2}\quad(x>g),\qquad
\lambda^2=\frac{\varepsilon_s}{\varepsilon_{ox}}\,t_st_{ox}.
\end{equation}
In the gap the oxide term is absent and $E_c''=0$.

All energies are measured from the source Fermi level. The contact value is the barrier $\Phi_B$. The value far under the gate is $E_G=W_g-qV_G$, where $W_g$ is the band edge at zero gate bias. Fixed gate bias means fixed $E_G$, and hence a fixed drop $\Delta=\Phi_B-E_G>0$.

Let $F$ be the magnitude of the field in the gap. There $E_c=\Phi_B-qFx$. Under the gate the growing exponential is excluded, because $E_c$ must approach $E_G$, which leaves $E_c=E_G+Ce^{-(x-g)/\lambda}$. The film material is the same on both sides of $x=g$, so both slope and value are continuous:
\begin{align}
-qF&=-C/\lambda &&\Rightarrow\quad C=qF\lambda,\\
\Phi_B-qFg&=E_G+qF\lambda &&\Rightarrow\quad qF=\frac{\Delta}{\lambda+g}.
\end{align}
The result is
\begin{equation}
E_c(x)=\begin{cases}
\Phi_B-\dfrac{\Delta\,x}{\lambda+g}, & 0\le x\le g,\\[2mm]
E_G+\dfrac{\Delta\,\lambda}{\lambda+g}\,e^{-(x-g)/\lambda}, & x\ge g .
\end{cases}
\end{equation}
Without a gap the source field is $\Delta/(q\lambda)$. The gap adds its full length to the screening length.

\section*{Every tunnelling path becomes longer}

A weaker contact field does not by itself prove that the barrier is wider at every energy. Differentiate the profile at fixed $x$. In the gap,
\begin{equation}
\frac{\partial E_c}{\partial g}=\frac{\Delta\,x}{(\lambda+g)^2}\ge0 .
\end{equation}
Under the gate, take the logarithm of $E_c-E_G$ first:
\begin{equation}
\frac{\partial}{\partial g}\ln(E_c-E_G)=-\frac1{\lambda+g}+\frac1\lambda=\frac{g}{\lambda(\lambda+g)}\ge0 .
\end{equation}
The two pieces join continuously, so the band edge nowhere moves down as $g$ grows. The forbidden region at a given energy cannot shrink, and the barrier inside it cannot become lower.

The width $w$ follows from $E_c(w)=E$. If the electron emerges inside the gap, the linear piece gives
\begin{equation}
w=\frac{(\Phi_B-E)(\lambda+g)}{\Delta}.
\end{equation}
If it emerges under the gate, the exponential piece gives
\begin{equation}
w=g+\lambda\ln\frac{\Delta\lambda}{(\lambda+g)(E-E_G)} .
\end{equation}
Subtracting the value at $g=0$, which is $w_0=\lambda\ln[\Delta/(E-E_G)]$, leaves
\begin{equation}
w-w_0=g-\lambda\ln\!\left(1+\frac g\lambda\right)=\frac{g^2}{2\lambda}-\frac{g^3}{3\lambda^2}+\dots
\end{equation}
The widening starts at second order. A short gap replaces the first stretch of the exponential by its near-tangent, and the two differ little. The claim that a gap suppresses injection thus needs a scale: the gap must be a sizeable part of $\lambda$. For $\lambda=5.48$~nm and $g=0.5$~nm, a finite-difference solution of the film equation gives a widening of 0.0215~nm, against 0.0228~nm from the quadratic term alone.

\section*{From width to tunnelling probability}

In the WKB approximation the transmission is $e^{-S}$, with
\begin{equation}
S=2K\int_0^w\sqrt{E_c(x)-E}\;dx,\qquad K=\frac{\sqrt{2m}}{\hbar},
\end{equation}
where $m$ is the tunnelling mass. Write $b=\Phi_B-E$ for the depth below the barrier top. For emergence in the gap, the variable $u=b-qFx$ runs from $b$ to 0 and $dx=-du/(qF)$, so
\begin{equation}
S=\frac{2K}{qF}\int_0^b\sqrt u\,du=\frac{4K}{3}\,\frac{b^{3/2}}{qF}
=\frac{4K}{3}\,\frac{(\lambda+g)\,b^{3/2}}{\Delta}.
\end{equation}
The exponent is proportional to $\lambda+g$, so the transmission at such an energy falls exponentially as the gap grows.

For emergence under the gate, let $p=E_c(g)-E>0$ and $\epsilon=E-E_G$. The linear part now stops at $u=p$. In the exponential part put $s=x-g$ and $z^2=(p+\epsilon)e^{-s/\lambda}-\epsilon$. Differentiation gives $2z\,dz=-(z^2+\epsilon)\,ds/\lambda$, and therefore
\begin{equation}
\int z\,ds=2\lambda\int_0^{\sqrt p}\frac{z^2\,dz}{z^2+\epsilon}
=2\lambda\left(\sqrt p-\sqrt\epsilon\arctan\sqrt{p/\epsilon}\right).
\end{equation}
Together,
\begin{equation}
S=2K\left[\frac{2(b^{3/2}-p^{3/2})}{3qF}+2\lambda\left(\sqrt p-\sqrt\epsilon\arctan\sqrt{p/\epsilon}\right)\right].
\end{equation}

\section*{From probability to current}

Consider the lowest subband of a thin silicon film, with two valleys, two spins and the same in-plane mass $m$ in both directions. Let $\Phi_B$ include the subband energy. The transverse wave number $k_y$ is conserved, the metal is taken to fill the states incident on the barrier with the Fermi occupation $f$, and the drain is biased so that nothing returns. The current per width is
\begin{equation}
I=4q\int\!\!\int\frac{dk_x\,dk_y}{(2\pi)^2}\,v_x\,f\,e^{-S}.
\end{equation}
Here $v_x\,dk_x=dE/\hbar$, where $E$ is the energy of motion along $x$. For energies several $kT$ above the Fermi level, $f\approx\exp[-(E+\hbar^2k_y^2/2m)/kT]$. The Gaussian integral over $k_y$, divided by $2\pi$, is $\sqrt{mkT/2\pi\hbar^2}$, so with $h=2\pi\hbar$
\begin{equation}
I=\frac{4q}{h}\sqrt{\frac{mkT}{2\pi\hbar^2}}\int_{E_G}^\infty e^{-S(E)-E/kT}\,dE .
\end{equation}
Above $\Phi_B$ we set $S=0$. That part is the thermionic current $I_{th}$; its energy integral is $kT\,e^{-\Phi_B/kT}$ and does not contain $g$. In this model, which leaves out the image force, the gap suppresses tunnelling only, and $I_{th}$ is a floor for the total.

When most electrons emerge in the gap, the competition can be solved. Dividing by $I_{th}$ and using $E=\Phi_B-b$,
\begin{equation}
\frac{I_{tun}}{I_{th}}\approx\int_0^\infty\frac{db}{kT}\exp\!\left(\frac b{kT}-cb^{3/2}\right),\qquad c=\frac{4K}{3qF}.
\end{equation}
Going deeper below the top finds more electrons but a thicker barrier. The exponent is stationary where $1/kT=\tfrac32c\sqrt{b_*}$. Its value there is $b_*/kT-\tfrac23b_*/kT$, and its second derivative is $-\tfrac34c\,b_*^{-1/2}=-1/(2kTb_*)$. The Gaussian approximation gives
\begin{equation}
\frac{I_{tun}}{I_{th}}\approx\sqrt{4\pi B}\;e^{B/3},\qquad
B=\frac{b_*}{kT}=\frac{\hbar^2(qF)^2}{8m(kT)^3}\propto\frac1{(\lambda+g)^2}.
\end{equation}
This needs $b_*$ to lie inside the linear drop, $b_*<\Delta g/(\lambda+g)$, and $B$ to exceed one clearly.

For a very long gap the opposite limit holds. The factor $e^{b/kT}$ is then close to one wherever $e^{-cb^{3/2}}$ is appreciable. With $t=cb^{3/2}$,
\begin{equation}
\frac{I_{tun}}{I_{th}}\to\frac{2}{3kT\,c^{2/3}}\int_0^\infty t^{-1/3}e^{-t}dt=\frac{\Gamma(5/3)}{kT\,c^{2/3}}\propto(\lambda+g)^{-2/3}.
\end{equation}
The steep fall turns into a slow approach to the thermionic floor. The limit is reached late: with the numbers used below it is still 23\% low at $g=200$~nm, a length over which scattering, left out here, would also reduce the current over the barrier.

\section*{Numbers for a silicon film}

Take $t_s=5$~nm, $t_{ox}=2$~nm and relative permittivities 11.7 and 3.9. Then $\lambda=\sqrt{3\times5\times2}=5.48$~nm. With $\Phi_B=0.65$~eV, $W_g=0.60$~eV and $V_G=0.50$~V, the channel edge is $E_G=0.10$~eV and $\Delta=0.55$~eV. The mass is $0.19\,m_0$, giving $K=2.233~\mathrm{nm^{-1}eV^{-1/2}}$, and $kT=0.02585$~eV at 300~K.

Compare electrons at $E=0.40$~eV, so $b=0.25$~eV. Without a gap, $p=0.25$~eV and $\epsilon=0.30$~eV:
\begin{align}
w&=5.48\ln(0.55/0.30)=3.32~\text{nm},\\
S&=4(2.233)(5.48)\,[0.500-0.548\arctan(0.913)]=4.64 .
\end{align}
With $g=10$~nm, $qF=0.55/15.48=0.0355$~eV/nm, and the electron emerges in the gap:
\begin{equation}
w=\frac{0.25}{0.0355}=7.04~\text{nm},\qquad
S=\frac{4(2.233)}{3}\,\frac{0.125}{0.0355}=10.5 .
\end{equation}
The energy integral then gives the currents below, with $I_{th}=0.0049$~pA/$\mu$m throughout.

\begin{center}
\begin{tabular}{rrrrr}
$g$ & $F$ & $w$ at 0.40 eV & $I_{tun}$ & $I_{tun}+I_{th}$\\
(nm) & (MV/cm) & (nm) & (pA/$\mu$m) & (pA/$\mu$m)\\
\hline
0 & 1.00 & 3.32 & 6.33 & 6.34\\
2 & 0.74 & 3.62 & 3.48 & 3.48\\
5 & 0.52 & 4.76 & 0.643 & 0.648\\
10 & 0.36 & 7.04 & 0.105 & 0.110\\
20 & 0.22 & 11.58 & 0.027 & 0.032
\end{tabular}
\end{center}

A 10~nm gap cuts tunnelling by a factor of 60 and the total by 58. The first 2~nm cost less than a factor of two, although the source field has already dropped by 27\%; this is the second-order onset.

At the fixed energy 0.40~eV the transmission falls by a factor of about 340, much more than the current. The electrons respond to the wider barrier by crossing higher up: the energy that contributes most moves from 0.36 to 0.56~eV. Fewer electrons are available there, but their path is shorter. The saddle-point formula describes this at $g=10$~nm: $B=3.66$, so $b_*=0.095$~eV and $I_{tun}/I_{th}\approx6.79\times3.39=23$. The full integral gives 21.6.

Could more gate bias undo the gap? Restoring the original source field at $g=10$~nm would require $\Delta=0.55\times15.48/5.48=1.55$~eV and hence $E_G=-0.90$~eV. Restoring the current takes less, because at equal source field the straight barrier is thinner than the exponential one: in the charge-free model $E_G\approx-0.42$~eV is enough. In either case the channel would hold a large electron charge, and the charge-free model would no longer apply.

\section*{What fringing and the other omissions change}

Two assumptions of the film model need a test in two dimensions: that no gate field enters the gap from above, and that the potential can be replaced by its depth average in the film equation. A two-dimensional Laplace solution, with the potential averaged over the ground-subband density only afterwards, tests both. First give the spacer above the gap a relative permittivity of 0.01, which almost removes its field. The source fields are then 0.50 and 0.35~MV/cm for gaps of 5 and 10~nm, which is 5\% and 3\% below $\Delta/[q(\lambda+g)]$. The length-addition law for the source field survives the second dimension. The current ratio does less well: even with this almost field-free spacer the suppression at 10~nm is about 26 rather than 58, because the current without a gap is already lower, as explained next.

Now fill the spacer with oxide. The total current falls from 2.39~pA/$\mu$m without a gap to 0.241~pA/$\mu$m at 10~nm, a factor of 10 rather than 58. Both ends of the comparison move. Without a gap the current is lower than in the film model, mainly because the potential varies over the depth: the decay length in two dimensions is 6.3~nm instead of 5.48~nm. With the gap the current is higher, because the gate reaches into it through the spacer. At $g=10$~nm the current is 0.099~pA/$\mu$m with almost no spacer field, 0.133 with air and 0.241 with oxide. This confirms the mechanism: the more gate coupling the gap retains, the less injection is lost. Halving the mesh to 0.125~nm changes the factor of 10 by 0.3\%; extending the computed region by 20~nm behind the source and above the film lowers it by about 2\%. Two simplifications matter more. The lower face of the film is closed to field in this solution; a 40~nm oxide below the film lets field pass beneath it and lowers the factor to about 8. Solving for the ground subband in the actual potential over the depth, instead of averaging over the density of a flat well, raises the factor from 10 to between 11 and 12.

The other omissions were sized one at a time within the film model, where the reference suppression of the total current is 58.

\begin{itemize}
\item \textbf{Image force.} It lowers the barrier top by 0.108~eV without a gap and by 0.066~eV with 10~nm. The barrier top is therefore 0.04~eV higher with the gap, and the thermionic floor is about five times lower than without it. Both total currents rise about threefold, and the suppression becomes 52.
\item \textbf{Transmission.} Solving the wave equation with an abrupt free-electron metal 5~eV deep gives 90 instead of the WKB value. The depth is a model choice: 1.3~eV gives 79 and 10~eV gives 93.
\item \textbf{Band structure.} Two-band dispersion across a 1.12~eV gap gives 81.
\item \textbf{Temperature.} At 400~K the factor is 13, since more electrons pass near or over the top.
\item \textbf{Charge.} The equilibrium charge of the ground subband, taken at the unshifted band edge and acting across the oxide alone, would raise that edge by about 8~meV; applying this shift gives 53. A self-consistent solution over the film depth with all subbands gives about 11~meV and a factor of 52. Doping of $10^{17}$~cm$^{-3}$ would bend the band by about 8~meV over 10~nm.
\item \textbf{Higher subbands.} The second subband lies 49~meV higher. Its whole profile is shifted rigidly, so it adds 15\% to each current and leaves the ratio unchanged. The other valleys start 63~meV higher, with a Boltzmann factor of 0.09. With their own masses, for a channel along $\langle100\rangle$, they add about 20\% to each current and change the suppression by only about 1\%. Along $\langle110\rangle$ they add about 7\% without a gap and 15\% with it, which lowers the suppression by about 6\%.
\end{itemize}

\section*{Beside a real transistor}

The barrier is a rough value for nickel silicide on n-type silicon, and the film and oxide thicknesses are round values chosen for the example. The picoampere currents belong to this near-midgap barrier and to a gate bias that leaves the channel edge above the Fermi level; they are not on-state currents. The contact field of 1~MV/cm is above silicon's rough bulk breakdown field of a few tenths of a MV/cm, but an electron that tunnels in below the barrier top gains at most 0.55~eV of kinetic energy along $x$ above the channel edge. Its transverse thermal energy typically adds no more than a few $kT$. The sum stays well below the 1.12~eV band gap, so pair creation there is negligible. The drain end is outside the model. A dielectric spacer over the gap lets gate field in from above. For this geometry with an oxide spacer, the two-dimensional solution, which includes both this fringing and the variation over the film depth, gives a suppression at 10~nm of about 10 instead of 58. Dopants gathered at the silicide edge would add a field of their own and could thin the barrier without help from the gate; that case needs its own charge profile.

For an undoped contact of this kind, at fixed gate bias and with tunnelling as the main path, and with a spacer no more polarizable than oxide, the gap should be kept below $\lambda$ if injection is to be preserved; with oxide a 5~nm gap costs a factor of about 2.5. The rule weakens as the spacer permittivity rises. In the same two-dimensional geometry the suppression at 10~nm is about 6 for a relative permittivity of 7.5 and about 3 for 20, and with 20 a 5~nm gap raises the current slightly. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Barrier 0.65 eV, gate offset 0.60 eV, VG 0.50 V
Band edge under gate 0.10 eV; total drop 0.55 eV
Film 5.0 nm, oxide 2.0 nm; eps film 11.7, oxide 3.9
Tunnelling mass 0.19 m0; T 300 K; kT 0.02585 eV
Screening length lam 5.477 nm
Decay constant at 1 eV depth 2.233 1/nm
Thermionic current 4.8838e-03 pA/um
Gap 0 nm: source field 1.004 MV/cm, gate-edge band 0.650 eV
  at E=0.40 eV: width 3.32 nm, exponent 4.64, exp(-S) 9.70e-03
  I_tun 6.3322e+00 pA/um, I_total 6.3371e+00 pA/um, peak energy 0.362 eV
  tunnelling/thermionic 1296.58; suppression: tunnelling 1.00, total 1.00
Gap 2 nm: source field 0.736 MV/cm, gate-edge band 0.503 eV
  at E=0.40 eV: width 3.62 nm, exponent 5.22, exp(-S) 5.40e-03
  I_tun 3.4789e+00 pA/um, I_total 3.4837e+00 pA/um, peak energy 0.371 eV
  tunnelling/thermionic 712.33; suppression: tunnelling 1.82, total 1.82
Gap 5 nm: source field 0.525 MV/cm, gate-edge band 0.388 eV
  at E=0.40 eV: width 4.76 nm, exponent 7.09, exp(-S) 8.33e-04
  I_tun 6.4336e-01 pA/um, I_total 6.4825e-01 pA/um, peak energy 0.443 eV
  tunnelling/thermionic 131.73; suppression: tunnelling 9.84, total 9.78
Gap 10 nm: source field 0.355 MV/cm, gate-edge band 0.295 eV
  at E=0.40 eV: width 7.04 nm, exponent 10.47, exp(-S) 2.83e-05
  I_tun 1.0529e-01 pA/um, I_total 1.1017e-01 pA/um, peak energy 0.555 eV
  tunnelling/thermionic 21.56; suppression: tunnelling 60.14, total 57.52
Gap 20 nm: source field 0.216 MV/cm, gate-edge band 0.218 eV
  at E=0.40 eV: width 11.58 nm, exponent 17.24, exp(-S) 3.25e-08
  I_tun 2.6910e-02 pA/um, I_total 3.1793e-02 pA/um, peak energy 0.615 eV
  tunnelling/thermionic 5.51; suppression: tunnelling 235.31, total 199.32
Gap 0.5 nm: widening 0.0215 nm; g^2/(2 lam) 0.0228 nm
Gap 10 nm: B 3.664; saddle ratio 23.02, full 21.56
2D, no spacer field, gap 5 nm: source field 0.501 MV/cm
2D, no spacer field, gap 10 nm: source field 0.345 MV/cm
2D decay length 6.306 nm; exact lowest mode 6.305 nm
2D, oxide spacer, gap 0 nm: width at 0.40 eV 3.91 nm, I_total 2.388e+00 pA/um
2D, oxide spacer, gap 5 nm: width at 0.40 eV 4.56 nm, I_total 9.529e-01 pA/um
2D, oxide spacer, gap 10 nm: width at 0.40 eV 6.05 nm, I_total 2.406e-01 pA/um
2D total suppression 0 to 10 nm: 9.93
Mesh shift of it, 0.25 against 0.125 nm: -0.32 percent
2D gap 10 nm, mesh 0.25 nm, I_total in pA/um: no spacer field 9.929e-02, air 1.329e-01, oxide 2.409e-01
Total suppression 0 to 10 nm, film model with WKB: 57.5
  with wave-equation transmission: 89.7
  with image force: 51.7; barrier lowering 0.108 eV (0 nm), 0.066 eV (10 nm)
  image force multiplies I_total by 2.8 (0 nm) and 3.1 (10 nm)
  with two-band dispersion (gap 1.12 eV): 80.8
  at 400 K: 12.7
  with channel-charge shift applied: 53.4
Equilibrium channel density 8.49e+10 cm^-2; band shift 7.88 meV
Doping 1e17 cm^-3 over 10 nm: band bending 7.73 meV
Source occupancy at channel band edge 0.0205
Ground subband energy 16.3 meV (included in barrier)
Second subband: 49.0 meV higher, relative current 0.150
Other valleys: 62.8 meV higher, Boltzmann factor 0.088
\end{verbatim}
